# Failure of congruency in a Preisach model with polarization feedback

## Problem

A ferroelectric film is described by a collection of two-state switching units (hysterons). Each switches up when its local field rises to $a$ and down when that field falls to $b\le a$. Its state is $\gamma=\pm1$, and the switching polarization is

$$P=\iint_{a\ge b}\mu(a,b)\,\gamma(a,b)\,da\,db,\qquad \iint_{a\ge b}\mu\,da\,db=P_s .$$

All hysterons feel the effective field

$$h=E+kP,$$

where $E$ is the applied field and $k$ a constant. The response is rate-independent. The density is

$$\mu(a,b)=C\,f(a)\,g(b),\qquad f=F',\quad g=G',$$

$$F(x)=\frac{1}{1+e^{-(x-E_c)/s}},\qquad G(x)=\frac{1}{1+e^{-(x+E_c)/s}} .$$

Take $P_s=20$ uC/cm2, $E_c=1$ MV/cm, $s=0.35$ MV/cm and $k=-0.03$ MV/cm per uC/cm2. Two minor loops run between the same applied fields, $E_1=0$ and $E_2=1.5$ MV/cm:

- Loop A: from negative saturation to $E_2$, then to $E_1$ and back to $E_2$.
- Loop B: from positive saturation to $E_1$, then to $E_2$ and back to $E_1$.

Congruency means that minor loops with equal field limits are vertical translates of one another. Does it hold for A and B? Estimate the difference of their heights, then find it from the full model, and state when the conclusion changes.

## First estimate by scaling

Define the Everett integral

$$T(h_2,h_1)=\iint_{h_1\le b\le a\le h_2}\mu\,da\,db .$$

When the effective field cycles between $h_1$ and $h_2$, the hysterons in this triangle switch, and each changes its state by 2. The loop height is therefore $H(h_2,h_1)=2T(h_2,h_1)$.

Without feedback $h=E$, so both loops have the height $H(E_2,E_1)=1.41$ uC/cm2. They differ by an offset. At $E_1$, loop A has up only those hysterons with $a<E_2$ and $b<E_1$, while loop B has up all those with $b<E_1$. The difference is the set $a>E_2$, $b<E_1$, down in A and up in B. There $a>b$ automatically, so the integral factorizes:

$$\Delta P_0=2C\,[1-F(E_2)]\,G(E_1)=7.43\ \text{uC/cm2}.$$

These hysterons do not switch within the window, so the offset is the same all along the loop.

Weak feedback turns the offset into a difference of effective field. Both limits of B are shifted relative to those of A by $k\Delta P_0=-0.223$ MV/cm, and to first order in $k$

$$H_B-H_A\simeq k\,\Delta P_0\left(\frac{\partial H}{\partial h_2}+\frac{\partial H}{\partial h_1}\right)_{h_2=E_2,\;h_1=E_1}.$$

For the derivatives, integrate over $b$ first:

$$T(h_2,h_1)=C\int_{h_1}^{h_2}f(a)\,[G(a)-G(h_1)]\,da .$$

Differentiating with respect to $h_2$ gives the integrand at the upper end. With respect to $h_1$, the integrand vanishes at the lower end, and only the explicit $G(h_1)$ contributes. Hence

$$\frac{\partial H}{\partial h_2}=2Cf(h_2)[G(h_2)-G(h_1)],\qquad
\frac{\partial H}{\partial h_1}=-2Cg(h_1)[F(h_2)-F(h_1)].$$

At the applied limits these are $0.97$ and $-4.49$ uC/cm2 per MV/cm. The estimate is

$$H_B-H_A\simeq(-0.03)(7.43)(0.97-4.49)\approx0.78\ \text{uC/cm2}.$$

Lowering the window loses a few hysterons at its upper end and gains more at its lower end, so B should be the taller loop. For small positive $k$ the sign reverses.

## Exact solution

**Everett integral.** Let $r=e^{-2E_c/s}$. From the definition of $F$, $e^{x/s}=e^{E_c/s}F/(1-F)$. Inserting this in $G=e^{x/s}/(e^{x/s}+e^{-E_c/s})$ gives

$$G=\frac{F}{F+r(1-F)}=\frac{F}{r+(1-r)F}.$$

Since $f(a)\,da=dF$, the required primitive is

$$J=\int G\,dF=\int\frac{F\,dF}{r+(1-r)F}
=\frac{F}{1-r}-\frac{r}{(1-r)^2}\ln[r+(1-r)F].$$

The argument of the logarithm equals $F/G$, so

$$J(h)=\frac{F(h)}{1-r}+\frac{r}{(1-r)^2}\ln\frac{G(h)}{F(h)},$$

$$T(h_2,h_1)=C\{J(h_2)-J(h_1)-G(h_1)[F(h_2)-F(h_1)]\}.$$

For $h\to\infty$, $F$ and $G$ tend to 1 and $J\to1/(1-r)$. For $h\to-\infty$, $F\to0$ and $F/G\to r$, so $J\to-r\ln r/(1-r)^2$. The condition $T(\infty,-\infty)=P_s$ then gives

$$C=\frac{P_s}{\dfrac{1}{1-r}+\dfrac{r\ln r}{(1-r)^2}}=20.3\ \text{uC/cm2}.$$

**Uniqueness and closure.** Along any branch $E=h-kP(h)$, so $dE/dh=1-k\,dP/dh$. Since $dP/dh\ge0$, this is at least 1 for $k\le0$, and each $E$ has one $h$. For $k>0$, uniqueness needs $k\,dP/dh<1$. On a rising branch $dP/dh=2\int\mu(h,b)\,db$, taken from the last reversal field up to $h$. It is largest on the major branch, where the integral starts at $-\infty$ and the slope is $2Cf(h)G(h)$. Falling branches obey the same bound because $\mu(a,b)=\mu(-b,-a)$. Positive feedback must therefore stay below 0.0346 MV/cm per uC/cm2.

On return to $h_2$, the hysterons of the triangle have switched back and $P$ has its former value. Then $E=h_2-kP_2=E_2$, so the loop closes.

**Loop A.** The upper end lies on the major ascending branch, and the lower end on the reversal branch:

$$P_2=-P_s+2T(h_2,-\infty),\qquad h_2=E_2+kP_2,$$
$$P_1=P_2-2T(h_2,h_1),\qquad h_1=E_1+kP_1 .$$

Each line is one equation for one unknown field. The numerical roots give $P_2=7.377$ and $P_1=5.449$ uC/cm2, with

$$h_2=1.5-0.03(7.377)=1.279,\qquad h_1=-0.03(5.449)=-0.163\ \text{MV/cm}.$$

**Loop B.** The lower end now comes first:

$$P_1=P_s-2T(\infty,h_1),\qquad h_1=E_1+kP_1,$$
$$P_2=P_1+2T(h_2,h_1),\qquad h_2=E_2+kP_2 .$$

The roots are $P_1=13.998$ and $P_2=16.760$ uC/cm2, with $h_1=-0.420$ and $h_2=0.997$ MV/cm.

The heights are

$$H_A=7.377-5.449=1.93,\qquad H_B=16.760-13.998=2.76\ \text{uC/cm2}.$$

A vertical translation preserves height, so congruency fails: B is 43% taller than A. A direct calculation with 258,034 individual hysterons, solving $h=E+kP$ at each applied field, gives heights of 1.928 and 2.761 uC/cm2.

The loops are not vertically scaled copies either. At $E=0.75$ MV/cm the gap between falling and rising branches is 1.34 uC/cm2 in A and 2.02 uC/cm2 in B. Divided by the heights, these are 0.695 and 0.732; a vertical scaling would leave this ratio unchanged.

**Loss.** The energy density lost per cycle is

$$W=\oint E\,dP=\oint h\,dP-k\oint P\,dP=\oint h\,dP,$$

because $P\,dP$ is the differential of $P^2/2$ and the loop closes. A density element $\mu\,da\,db$ changes the polarization by $+2\mu\,da\,db$ at $h=a$ and by $-2\mu\,da\,db$ at $h=b$, so

$$W=2\iint_{h_1\le b\le a\le h_2}(a-b)\,\mu\,da\,db .$$

The feedback does no net work, but it selects which hysterons are cycled. The losses are 1.33 J/cm3 for A and 2.00 J/cm3 for B.

## Comparison of the two

The estimate of 0.78 uC/cm2 is 6% below the full difference, 0.83 uC/cm2. Part of this agreement is cancellation. The actual offsets between the loops are $13.998-5.449=8.55$ uC/cm2 at the lower limit and $16.760-7.377=9.38$ uC/cm2 at the upper one, both above 7.43. Inserting them while keeping the derivatives at $k=0$ gives

$$-0.03\,[0.97(9.38)-4.49(8.55)]\approx0.88\ \text{uC/cm2},$$

which is too large. The derivatives themselves change strongly. Averaged along the straight path from the window of A to that of B they are $3.233$ and $-6.798$ uC/cm2 per MV/cm, and with these values the same expression gives 0.83. Both have grown in size, while their sum has moved only from $-3.52$ to $-3.57$.

At half the feedback the two corrections add instead of cancelling. The heights are then 1.79 and 2.30 uC/cm2, a difference of 0.51, while the linear estimate is 0.39, or 23% too low. The actual offsets, 8.73 and 9.24 uC/cm2, raise it to 0.45, and the change of the derivatives raises it further to 0.51. The estimate is thus worse at $k=-0.015$ than at $k=-0.03$. It gives the correct slope at $k\to0$, but its accuracy at the larger value is no sign that higher orders are small.

## When the conclusion changes

**Density without variation along the bias direction.** If $\mu$ depends only on $a-b$ in the region swept, $T$ depends only on $\delta=h_2-h_1$. Subtracting the two feedback equations gives

$$\delta=E_2-E_1+kH(\delta).$$

For $k\le0$ the right side does not increase with $\delta$, so there is one solution, whatever the history. The same argument from $h_1$ to an intermediate field fixes the whole rising branch, and from $h_2$ the falling one. Congruency then survives the feedback. For a uniform density on $-4\le b\le a\le4$ MV/cm, with the same $P_s$ and $k$, the hysteron calculation gives equal heights of 1.33 uC/cm2 although the loops are 10.9 uC/cm2 apart. Feedback alone is therefore insufficient; the density must also vary along the direction in which the window is displaced.

**Symmetric limits.** For limits $\pm E_0$, the inversion $(E,P)\to(-E,-P)$ maps history A onto history B, and the density is symmetric under it. The heights must agree, and for $\pm1$ MV/cm both are 6.73 uC/cm2. The shapes still differ: from the bottom of the loop to $E=0$, the rising branch gains 0.89 uC/cm2 in A and 0.69 in B. Equal heights do not prove congruency.

**Equal effective limits.** Loops with the same $h_1$ and $h_2$ have the same $P(h)$ up to a constant $\Delta P$. Since $E=h-kP$, they are translates in the $(E,P)$ plane, displaced by $\Delta P$ and $-k\Delta P$. A copy of A reached from positive saturation lies 11.57 uC/cm2 higher and 0.347 MV/cm to the right, so its applied limits are 0.347 and 1.847 MV/cm.

## Relation to a real capacitor

The parameters are round values in the rough regime of a 10 nm hafnium-zirconium oxide film. One possible origin of negative $k$ is a non-switching layer occupying a fraction $x$ of the thickness, with the film's permittivity $\varepsilon$. With layer field $E_l$ and film field $h$,

$$xE_l+(1-x)h=E,\qquad \varepsilon_0\varepsilon(E_l-h)=P .$$

Eliminating $E_l$ gives $h=E-xP/(\varepsilon_0\varepsilon)$, hence $k=-x/(\varepsilon_0\varepsilon)$. For $\varepsilon=30$ the example needs $x=0.08$, a layer of 0.8 nm. The electrode charge is

$$D=\varepsilon_0\varepsilon E_l=\varepsilon_0\varepsilon E+(1-x)P .$$

The linear term adds 3.98 uC/cm2 to both charge swings, and the switching parts become 1.77 and 2.54 uC/cm2. The total swings, 5.76 and 6.53 uC/cm2, differ by only 13%, although their difference, 0.77 uC/cm2, is untouched by the linear term. The linear part should be subtracted before ratios of heights are compared.

The assumption most at risk is that the layer insulates. Its field would lie between 4.85 and 7.3 MV/cm throughout B and reach 4.1 MV/cm at the top of A, against a rough breakdown strength of 4 MV/cm for a whole film. That figure is only a yardstick for a 0.8 nm layer, which carries at most 0.58 V, but a layer this thin can pass charge by direct tunnelling. Charge may therefore leak in and compensate part of the polarization, so with these values a perfectly insulating layer is a doubtful source of the full $k$. If half the feedback is cancelled at all times, the height ratio falls from 1.43 to 1.28; if all of it is, congruency returns. Lowering $E_c$ to 0.9 MV/cm, as a change of temperature or measuring rate might do, raises the heights to 2.68 and 3.66 uC/cm2 with the other parameters fixed. Poling at $\pm3$ MV/cm instead of full saturation changes them by about 1%. The value of $k$ is thus an effective parameter of the model, and the 43% is no prediction for a particular film. The numerical output lists the remaining values.

## Computed results

```
Ps = 20.0 uC/cm2; Ec = 1.00 MV/cm; width s = 0.35 MV/cm
Feedback k = -0.030 MV/cm per uC/cm2
Applied limits = 0.00 and 1.50 MV/cm
Density ratio r = 0.00330; scale C = 20.3183 uC/cm2
Relays in ensemble = 258034
k=0: height of both loops = 1.4051 uC/cm2
k=0: offset between loops = 7.4292 uC/cm2
Loop A: effective limits = -0.1635, 1.2787 MV/cm
Loop A: P at low, high limit = 5.4486, 7.3772 uC/cm2
Loop A: height = 1.9285 uC/cm2
Loop A: P rising, falling at 0.75 MV/cm = 5.8905, 7.2308 uC/cm2
Loop A: opening there = 1.3403 uC/cm2
Loop A: opening/height = 0.6950
Loop A: loss per cycle = 1.3290 J/cm3
Loop B: effective limits = -0.4199, 0.9972 MV/cm
Loop B: P at low, high limit = 13.9979, 16.7597 uC/cm2
Loop B: height = 2.7619 uC/cm2
Loop B: P rising, falling at 0.75 MV/cm = 14.4616, 16.4835 uC/cm2
Loop B: opening there = 2.0219 uC/cm2
Loop B: opening/height = 0.7321
Loop B: loss per cycle = 2.0001 J/cm3
Relay ensemble heights A, B = 1.9281, 2.7613 uC/cm2
Height ratio B/A = 1.4321
Loss ratio B/A = 1.5050
Height difference B-A = 0.8333 uC/cm2
dH/dh2, dH/dh1 at k=0 = 0.9691, -4.4867 uC/cm2 per MV/cm
First-order height difference = 0.7840 uC/cm2
Largest positive k for unique branches = 0.0346 MV/cm per uC/cm2
Translated copy of A: shift in P = 11.5709 uC/cm2
Translated copy of A: shift in E = 0.3471 MV/cm
Uniform density on +-4.0 MV/cm: heights A, B = 1.3324, 1.3327 uC/cm2
Uniform density: offset = 10.8972 uC/cm2
Limits +-1 MV/cm: heights A, B = 6.7330, 6.7330 uC/cm2
Limits +-1 MV/cm: rise from bottom to E=0, A, B = 0.8864, 0.6924 uC/cm2
Rough permittivity = 30; total thickness = 10.0 nm
Equivalent non-switching layer = 0.797 nm, fraction 0.0797
Linear charge over the field window = 3.984 uC/cm2
Switching part of electrode charge, A, B = 1.7749, 2.5418 uC/cm2
Layer field at top of B = 7.31 MV/cm; rough breakdown = 4.0 MV/cm
Layer tunnelling: rough barrier 2.0 eV, mass 0.3 m_e, transmission = 2.9e-03
Half feedback: heights A, B = 1.7906, 2.2995 uC/cm2
Ec = 0.90 MV/cm: heights A, B = 2.6840, 3.6576 uC/cm2
Poling at +-3.0 MV/cm: heights A, B = 1.9394, 2.7296 uC/cm2
```
